# Compressive stress peak in an implanted layer with swelling and viscous flow

**Q:** Ion damage makes a crystal swell, and the swelling levels off once the layer is amorphous. Why should the compressive stress not level off with it?

**A:** Because the beam also lets the layer flow. Swelling loads the layer while new damage is being made; flow unloads it for as long as the beam is on. To see which wins, take a uniformly damaged, isotropic layer, initially free of stress, bonded to a thick flat substrate. The axes $x,y$ lie in the plane and $z$ points out of the free top surface. Let $\phi$ be the fluence, in ions per area. If the layer were detached and did not flow, its linear strain would be

$$e(\phi)=e_s\left(1-e^{-\phi/\phi_s}\right).$$

The strains are small, so the saturated volume swelling is $3e_s$. The exponential describes damage in which each ion converts a fixed share of the material not yet converted.

**Q:** The layer is not detached. What does the substrate do to it?

**A:** It holds the in-plane size fixed. The total in-plane strain, made of elastic, swelling and viscous parts, is therefore zero:

$$\varepsilon^{el}_{xx}+e+\varepsilon^{v}_{xx}=0.$$

I count compression as positive and write $\sigma_{xx}=\sigma_{yy}=-S$. The free surface gives $\sigma_{zz}=0$. Hooke's law with Young modulus $E$ and Poisson ratio $\nu$ then reads

$$\varepsilon^{el}_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}=-\frac{(1-\nu)S}{E}=-\frac{S}{M},\qquad M=\frac{E}{1-\nu}.$$

Hence

$$\frac{S}{M}=e+\varepsilon^{v}_{xx}. \tag{1}$$

Without flow, $S=Me$, and the stress would indeed level off, at $Me_s$.

**Q:** Flow usually responds to shear. Where is the shear in a layer that is squeezed equally along $x$ and $y$?

**A:** The squeeze is equal in the plane but absent along $z$, so the stress is not hydrostatic. Its mean is $(-S-S+0)/3=-2S/3$. Subtracting the mean leaves the deviatoric stress

$$s_{xx}=s_{yy}=-S+\tfrac23S=-\tfrac13S,\qquad s_{zz}=0+\tfrac23S=\tfrac23S.$$

For a Newtonian material of shear viscosity $\eta$, $d\varepsilon^v_{ij}/dt=s_{ij}/(2\eta)$. With ion flux $J$, $d\phi=J\,dt$, so

$$\frac{d\varepsilon^v_{ij}}{d\phi}=\frac{s_{ij}}{2H},\qquad H=\eta J,\qquad \frac{d\varepsilon^v_{xx}}{d\phi}=-\frac{S}{6H}. \tag{2}$$

The 6 is the 2 of the viscous law times the 3 of the deviator. The layer shrinks viscously in the plane and grows along $z$ at twice that rate, which conserves volume.

I take $H$ as constant. This means that each ion causes a fixed amount of flow per unit stress, so that $\eta$ varies as $1/J$. It also means that flow starts at full strength with the first ion, which is a weak assumption.

**Q:** Grant it for now. What equation does the stress obey?

**A:** Differentiate (1), multiply by $M$, and insert (2) and $e'=(e_s/\phi_s)e^{-\phi/\phi_s}$:

$$\frac{dS}{d\phi}=\frac{Me_s}{\phi_s}e^{-\phi/\phi_s}-\frac{S}{\phi_r},\qquad \phi_r=\frac{6H}{M},\qquad S(0)=0. \tag{3}$$

The fluence $\phi_r$ is the one over which stress would relax by a factor $e^{-1}$ if swelling stopped.

Multiply (3) by $e^{\phi/\phi_r}$. The two terms with $S$ combine into the derivative of a product:

$$\frac{d}{d\phi}\left(Se^{\phi/\phi_r}\right)=\frac{Me_s}{\phi_s}e^{a\phi},\qquad a=\frac1{\phi_r}-\frac1{\phi_s}=\frac{\phi_s-\phi_r}{\phi_s\phi_r}.$$

For $a\neq0$, integration from zero gives

$$Se^{\phi/\phi_r}=\frac{Me_s}{\phi_s a}\left(e^{a\phi}-1\right).$$

Here $1/(\phi_s a)=\phi_r/(\phi_s-\phi_r)$. Multiplying by $e^{-\phi/\phi_r}$ turns the bracket into $e^{-\phi/\phi_s}-e^{-\phi/\phi_r}$. Reversing the sign of both the bracket and the denominator,

$$S(\phi)=Me_s\frac{\phi_r}{\phi_r-\phi_s}\left(e^{-\phi/\phi_r}-e^{-\phi/\phi_s}\right). \tag{4}$$

**Q:** That blows up when the two fluences are equal.

**A:** The prefactor does, but the bracket vanishes with it. For $a=0$ the integrand is constant, and the integral gives $S=Me_s(\phi/\phi_s)e^{-\phi/\phi_s}$ directly.

**Q:** If $\phi_r<\phi_s$, the prefactor is negative. Is there still a compressive maximum, and is there just one?

**A:** Yes to both. Let $r=\phi_r/\phi_s$. Differentiating (4) and taking out a positive factor,

$$S'=\frac{Me_s\phi_r}{\phi_r-\phi_s}\,\frac{e^{-\phi/\phi_s}}{\phi_s}\left(1-\frac1r e^{-a\phi}\right).$$

For $r>1$ the prefactor is positive and $-a>0$. The last bracket starts at $1-1/r>0$ and falls steadily through zero. For $r<1$ the prefactor is negative and $-a<0$. The bracket starts below zero and rises steadily through it towards 1. In both cases $S'$ changes sign once, from plus to minus. The zero is at $e^{-a\phi}=r$, or

$$\phi_m=\frac{\ln r}{1/\phi_s-1/\phi_r}=\frac{\phi_s\phi_r}{\phi_r-\phi_s}\ln\frac{\phi_r}{\phi_s}. \tag{5}$$

For $r=1$, $S'=(Me_s/\phi_s)(1-\phi/\phi_s)e^{-\phi/\phi_s}$, so the maximum is at $\phi_s$.

**Q:** And its height?

**A:** At the maximum the two terms of (3) balance, so $S_m=\phi_rMe'(\phi_m)=Me_s\,r\,e^{-\phi_m/\phi_s}$. From (5), $\phi_m/\phi_s=r\ln r/(r-1)$, and the exponential equals $r^{-r/(r-1)}$. The exponents add to $1-r/(r-1)=-1/(r-1)$:

$$S_m=Me_s\,r^{-1/(r-1)}. \tag{6}$$

As $r\to1$, $\ln r/(r-1)\to1$ and $S_m\to Me_se^{-1}$, in agreement with the separate solution.

**Q:** Equation (5) is symmetric in the two fluences. Can I estimate the peak position without the logarithm?

**A:** It lies between their harmonic and geometric means. Put $r=e^{2u}$. Then

$$\frac{\phi_m}{\sqrt{\phi_s\phi_r}}=\frac{\sqrt r\,\ln r}{r-1}=\frac{u}{\sinh u}\le1.$$

The harmonic mean divided by the geometric mean is $2\sqrt r/(1+r)=1/\cosh u$. This does not exceed $u/\sinh u$, because $\tanh u\le u$ for $u\ge0$ and both expressions are even in $u$.

The height is not symmetric. For slow flow, $r\gg1$, the exponent in (6) tends to zero faster than $\ln r$ grows. Then $S_m\to Me_s$ and $\phi_m\approx\phi_s\ln r$: nearly all the swelling is stored elastically before flow removes it. For fast flow, $r\ll1$, $S_m\to Me_sr=6He_s/\phi_s$ and $\phi_m\approx\phi_r\ln(1/r)$. The elastic modulus drops out of the height, and the stress is set by the rate of swelling against the viscosity.

**Q:** If the stress goes to zero at high fluence, where has the swelling gone?

**A:** Into the thickness. The elastic strain along $z$ is $-\nu(\sigma_{xx}+\sigma_{yy})/E=2\nu S/E$. The viscous one is $-2\varepsilon^v_{xx}$, which by (1) equals $2e-2(1-\nu)S/E$. Adding the free swelling $e$,

$$\varepsilon_{zz}=3e-\frac{2(1-2\nu)S}{E}. \tag{7}$$

When $S\to0$ the whole volume swelling $3e_s$ appears as a surface step.

**Q:** You reduced a tensor problem to one line. Has the reduction been tested?

**A:** The full elastic and viscous tensor equations were integrated numerically, with the elastic constants and swelling of the example below and $r=0.36$, 1 and 5. The stress curves differ from the formulas by at most $2.3\times10^{-9}$ of the peak stress, and each has one maximum. The thickness strain differs from (7) by at most $1.2\times10^{-9}$ of $e_s$.

**Q:** Then give me numbers for a real layer.

**A:** Take 300 keV silicon ions amorphizing 500 nm of a silicon wafer. As rough inputs I use $E=130$ GPa, $\nu=0.22$, a volume swelling of 1.8 %, $\phi_s=10^{14}$ cm$^{-2}$ and $H=10^{24}$ Pa cm$^{-2}$. Then

$$M=\frac{130}{0.78}=167\ \text{GPa},\qquad \phi_r=\frac{6\times10^{24}}{1.67\times10^{11}}=3.6\times10^{13}\ \text{cm}^{-2},\qquad r=0.36.$$

With $e_s=0.6\,\%$, the stress without flow would reach $Me_s=1000$ MPa. Equations (5) and (6) give

$$\phi_m=10^{14}\times\frac{0.36\times1.02}{0.64}=5.7\times10^{13}\ \text{cm}^{-2},$$

$$S_m=1000\times0.36^{1/0.64}\approx200\ \text{MPa}=0.20\ \text{GPa}.$$

The stress is 172 MPa at $10^{14}$ cm$^{-2}$ and 28 MPa at $3\times10^{14}$ cm$^{-2}$. At a flux of $10^{12}$ cm$^{-2}$ s$^{-1}$ the peak comes after 57 s. By (7) the step is then 3.1 nm high, on its way to $0.018\times500=9$ nm.

**Q:** Could one see this stress? And does a bending wafer not spoil your fixed in-plane size?

**A:** For layer thickness $h$ and wafer thickness $T\gg h$, the layer force per width is $S_mh=101$ N/m. It acts at $T/2$ from the middle of the wafer and bends it, with the implanted face convex. Equating its moment to that of a plate with biaxial modulus $M_c$ and radius $R$,

$$S_mh\frac T2=\frac{M_cT^3}{12R}\quad\Rightarrow\quad R=\frac{M_cT^2}{6S_mh}.$$

For $T=525$ µm and $M_c=181$ GPa, the value for a (001) wafer, $R=82$ m (a (111) wafer, with $M_c=229$ GPa, gives 104 m), so wafer curvature is a natural way to follow the stress.

The constraint is hardly spoiled. The wafer stretches by $S_mh/(M_cT)$, and bending adds $T/(2R)=3S_mh/(M_cT)$ at the surface. Relative to the strain $S_m/M_c$ this is $4h/T=0.38\,\%$.

**Q:** Back to the weak assumption. Before amorphization there is little amorphous material to flow. Does your peak survive?

**A:** Its height does not survive as a value, but it does as a lower bound. Let the relaxation rate be $k(\phi)$ with $0\le k\le1/\phi_r$, and keep the same $e(\phi)$. Call the constant-$H$ solution $S_c$ and let $D=S-S_c$. Subtracting the two stress equations,

$$D'=-kS+\frac{S_c}{\phi_r}=-kD+\left(\frac1{\phi_r}-k\right)S_c,\qquad D(0)=0.$$

The last term is never negative, and $-kD$ can only shrink a positive $D$ towards zero, not carry it below. Hence $S\ge S_c\ge0$. Also $(Me-S)'=kS\ge0$, so $S\le Me$. The true curve lies between $S_c$ and the curve without flow.

If the flow rate is proportional to the amorphous fraction, $k=(1-e^{-\phi/\phi_s})/\phi_r$, the peak in the example rises to 347 MPa, 1.7 times the constant-$H$ value, and moves to $7.1\times10^{13}$ cm$^{-2}$. Weak early flow lets more stress build up.

**Q:** And if one hit is not enough to amorphize?

**A:** Then the swelling starts slowly. Take the two-hit fraction $1-(1+\phi/\phi_2)e^{-\phi/\phi_2}$, with $\phi_2$ chosen so that half the layer is amorphous at the same fluence as before. With constant $H$ the peak is 247 MPa. If flow also follows this fraction, it is 396 MPa, about twice the value from (6).

**Q:** The damage is not uniform in depth either.

**A:** Suppose that swelling and flow both scale with the local damage rate, $g(z)$ times its layer mean. Then $\phi_s$ and $\phi_r$ are both divided by $g$, $r$ is unchanged, and the local stress is $S(g\phi)$. Every depth reaches the same peak, but at a different fluence, so the peak of the layer mean is lower. For a Gaussian profile centred at 350 nm with a standard deviation of 150 nm, it is 0.85 times the uniform value.

Elasticity matters less. Using the (001) crystalline modulus of 181 GPa throughout, at fixed $H$, raises the peak by 2.7 %; the (111) value of 229 GPa raises it by 10 %. The stiffer layer loads faster but also relaxes over a shorter fluence.

**Q:** Does the stress really vanish in the end?

**A:** It does in (4), because nothing loads the layer after swelling stops. Suppose instead that each unit of fluence adds a constant free in-plane strain $A>0$. Equation (3) gains a term $MA$, and by linearity the stress gains $MA\phi_r(1-e^{-\phi/\phi_r})$. The late stress is then $MA\phi_r$.

The maximum may disappear as well. With the new term,

$$e^{\phi/\phi_r}S'=MA+\frac{Me_s\phi_r}{\phi_r-\phi_s}\left(\frac{e^{a\phi}}{\phi_s}-\frac1{\phi_r}\right).$$

The right side starts positive and falls steadily. For $r<1$ it falls without limit, so a maximum remains. The same holds for $r=1$, where the right side becomes $MA+(Me_s/\phi_s)(1-\phi/\phi_s)$. For $r>1$ it tends to $MA-Me_s/(\phi_r-\phi_s)$, and a maximum at finite fluence requires $A<e_s/(\phi_r-\phi_s)$.

In the example, the implanted atoms are one such source. If each adds one atomic volume to the layer, they leave 0.8 MPa, which is negligible. Anisotropic growth under the beam would be another. It would need $A=3.4\times10^{-18}$ cm$^2$ to leave a tenth of $S_m$.

**Q:** How close is all this to implanted silicon?

**A:** The swelling of about 2 % is typical. For the dose, take a damage energy of 200 eV/nm per ion and a displacement threshold of 15 eV, both rough, and count 0.4 displacements for each threshold energy deposited. At $\phi_s$, which is one ion per nm$^2$, this makes $0.4\times200/15=5.3$ displacements per nm$^3$. With 50 atoms per nm$^3$ that is about 0.1 displacements per atom, which is reasonable when little damage anneals out. Near room temperature, however, much of the damage made by ions as light as silicon anneals during implantation. The chosen $\phi_s$ is then low, perhaps by a factor of several, and suits a cooled wafer better. Since $e'(\phi_m)<e'(0)$, the balance at the peak gives $S_m<Me_sr$. A fivefold $\phi_s$ at fixed constant $H$ would thus put the peak below $1000\times0.36/5=72$ MPa.

The beam adds to this uncertainty. It delivers 0.048 W/cm$^2$, and a wafer cooled only by radiation from both faces, with emissivity 0.7 and surroundings at 300 K, would finally warm by 45 K. A lightly doped wafer radiates less well near room temperature; with emissivity 0.2 it would warm by about 110 K. These are final values; starting from 300 K, the wafer has warmed by only 20 to 30 K when the stress peaks after 57 s. The model has no temperature dependence to account for that.

The viscosity is uncertain as well. At fixed $\phi_s$, a threefold smaller or larger $H$ gives a peak of 90 or 382 MPa. Combined with delayed flow, two-hit damage and a $\phi_s$ up to five times larger, the peak spans about 20 to 600 MPa, so 200 MPa is at best an order of magnitude for silicon, not a prediction. The remaining values are in the numerical output.

**Q:** So what may I conclude from a measured curve that rises and then falls?

**A:** If the free swelling never decreases and the layer does not soften, you may conclude that loading and relaxation compete, but not yet that $H$ is constant. A free swelling that shrank again, or a modulus that fell after the swelling had saturated, would lower the stress even without flow, since then $S=Me$. Within this model the initial slope is $Me_s/\phi_s$, whatever the value of $H$. For $r>1$ the late decay gives $\phi_r$, and for $r<1$ it gives $\phi_s$, because the slower exponential in (4) survives. The tail alone cannot tell which case applies. An independent value of $Me_s$ can: with the initial slope it fixes $\phi_s$, and the peak height then fixes $r$ through (6). The peak position (5) is left over as a check on the assumptions. That check is needed: curvature gives the layer mean, and uneven damage, delayed flow or two-hit damage changed the peak height above by factors from 0.85 to about 2, which (6) would misread as a different $r$.

## Computed results

```
INPUTS (rough typical values)
Young modulus 130 GPa, Poisson ratio 0.22
volume swelling 1.8 %, e_s 0.60 %
swelling fluence p_s 1.00e+14 cm^-2
H = viscosity x flux 1.0e+24 Pa cm^-2
layer 500 nm, wafer 525 um
ion energy 300 keV, flux 1.0e+12 cm^-2 s^-1
damage energy 200 eV/nm, threshold 15 eV
DERIVED
biaxial modulus M 166.7 GPa
relaxation fluence p_r 3.600e+13 cm^-2, r 0.360
stress without flow M e_s 1000 MPa
viscosity under beam 1.0e+12 Pa s
dose at p_s 0.107 dpa
fluidity 1/(2H) per dose 4.68e-10 Pa^-1 dpa^-1
STRESS CURVE
S at 1.0e+13 cm^-2: 82.9 MPa
S at 3.0e+13 cm^-2: 172.2 MPa
S at 1.0e+14 cm^-2: 172.0 MPa
S at 2.0e+14 cm^-2: 74.0 MPa
S at 3.0e+14 cm^-2: 27.9 MPa
PEAK
phi_m 5.747e+13 cm^-2, S_m 202.6 MPa
S_m/(M e_s) 0.203
time to peak 57.5 s
free linear strain at peak 0.262 %
layer force at peak 101.3 N/m
wafer curvature radius at peak 82.0 m
step height at peak 3.06 nm
final step height 9.00 nm
H x 0.33: phi_m 2.891e+13 cm^-2, S_m 89.9 MPa
H x 3.00: phi_m 1.039e+14 cm^-2, S_m 382.1 MPa
NEGLECTED EFFECTS (peak fluence, peak stress, ratio to S_m)
flow in amorphous fraction: 7.119e+13 cm^-2, 346.8 MPa, 1.712
two-hit swelling: 7.891e+13 cm^-2, 246.5 MPa, 1.216
two-hit swelling and flow: 8.271e+13 cm^-2, 396.2 MPa, 1.955
uneven damage, layer mean: 5.300e+13 cm^-2, 172.0 MPa, 0.849
crystalline modulus: 5.481e+13 cm^-2, 208.1 MPa, 1.027
damage profile center 350 nm, width 150 nm
crystalline biaxial modulus 180.7 GPa
stress relief by wafer bending 0.38 %
steady stress from added atoms 0.80 MPa
growth per fluence for steady 0.1 S_m 3.38e-18 cm^2
beam power 0.048 W/cm^2, emissivity 0.7
steady heating above 300 K: 45 K
TESTS (largest relative differences)
stress curve 2.3e-09, thickness 1.2e-09
peak height 6.2e-12, peak fluence 2.0e-08
```
